# Does a Linear Contact Curve Rule Out a Schottky Barrier?: a numerical check

```python
"""Linear contact curves and Schottky barriers.
Result under test: a metal / n-type semiconductor contact with barrier phi has
  1/rho = K * Int D f dE,   J = (V/rho) * (1 + beta*V + ...),
  beta = [Int D f s/E00 dE - (1/2) Int D (-df/dE) dE] / Int D f dE  (per volt),
and heavy doping makes it nearly linear although phi is unchanged.
D = exp(-G): WKB transmission; f: Fermi function; s = sqrt(1 - E/Ub);
E: normal energy from the bulk band edge; Ub: band bending; zeta: Fermi level;
E00 = hbar*e*sqrt(pi*N/(m*eps)) (Gaussian); K = nu*e^2*m/(2*pi^2*hbar^3).
Internal units: eV, nm, volt; doping N in nm^-3 (1 nm^-3 = 1e21 cm^-3).
"""
from functools import lru_cache
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

# Rough model inputs, in the regime of a silicide on n-type silicon
PHI, MASS, VALLEYS, EPS, TEMP = 0.60, 0.32, 6, 11.7, 300.0
GAP = 1.1                    # eV, rough
METAL_DEPTH = 5.0            # eV, metal band bottom below its Fermi level
N_HEAVY, N_LIGHT = 0.2, 1e-4
J_WORK = 1e6                 # A/cm^2
V_TEST = 0.02                # V

H2M = sc.hbar**2 / (2 * MASS * sc.m_e * sc.e) * 1e18            # eV nm^2
E2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9                  # eV nm
KB = sc.k / sc.e
E2_HBAR = sc.e**2 / sc.hbar                                   # siemens
K_CM = VALLEYS * E2_HBAR / (4 * np.pi**2 * H2M) * 1e14          # S/(cm^2 eV)
GX, GW = np.polynomial.legendre.leggauss(400)


def nodes(a, b):
    return a + (b - a) * (GX + 1) / 2, GW * (b - a) / 2


def carriers(mu, temp):
    """Electron density (nm^-3) for Fermi level mu above the band edge."""
    t, w = nodes(0.0, 1.3)
    mu = np.atleast_1d(mu)[:, None]
    occupation = expit((mu - t**2) / (KB * temp))
    integral = (2 * w * t**2 * occupation).sum(axis=1)
    return VALLEYS / (2 * np.pi**2) * H2M**-1.5 * integral


@lru_cache(None)
def fermi_level(N, temp):
    return brentq(lambda mu: np.log(carriers(mu, temp)[0] / N), -0.7, 0.6)


def e00(N):
    return np.sqrt(2 * H2M * np.pi * E2 * N / EPS)


def width(Ub, N):
    return np.sqrt(EPS * Ub / (2 * np.pi * E2 * N))


def exponent(E, Ub, N):
    Ec = np.minimum(E, Ub)
    root = np.sqrt(Ub * (Ub - Ec))
    return (root - Ec * np.arccosh(np.sqrt(Ub / Ec))) / e00(N)


def wkb(E, Ub, N):
    return np.exp(-exponent(E, Ub, N))


def open_contact(E, Ub, N):
    return np.ones_like(E)


def energy_grid(Ub, temp):
    a, wa = nodes(0.0, Ub)
    b, wb = nodes(Ub, Ub + 40 * KB * temp)
    return np.concatenate([a, b]), np.concatenate([wa, wb])


def current(V, N, temp=TEMP, trans=wkb):
    """Current density in A/cm^2."""
    zeta, kT = fermi_level(N, temp), KB * temp
    Ub = PHI + zeta - V
    E, w = energy_grid(Ub, temp)
    supply = kT * (np.logaddexp(0, (zeta - E) / kT)
                   - np.logaddexp(0, (zeta - V - E) / kT))
    return K_CM * np.sum(w * trans(E, Ub, N) * supply)


def resistivity(N, temp=TEMP, trans=wkb):
    """Zero-bias specific contact resistivity in ohm cm^2."""
    zeta = fermi_level(N, temp)
    Ub = PHI + zeta
    E, w = energy_grid(Ub, temp)
    f = expit((zeta - E) / (KB * temp))
    return 1 / (K_CM * np.sum(w * trans(E, Ub, N) * f))


def beta_formula(N, temp=TEMP):
    """Returns beta and its two parts, per volt."""
    zeta, kT = fermi_level(N, temp), KB * temp
    Ub = PHI + zeta
    E, w = energy_grid(Ub, temp)
    f = expit((zeta - E) / kT)
    D = wkb(E, Ub, N)
    s = np.sqrt(np.maximum(1 - E / Ub, 0))
    norm = np.sum(w * D * f)
    lowering = np.sum(w * D * f * s) / e00(N) / norm
    window = 0.5 * np.sum(w * D * f * (1 - f) / kT) / norm
    return lowering - window, lowering, window


def departure(N, V=V_TEST, trans=wkb):
    """Largest fractional departure from the zero-bias line at +V and -V."""
    rho = resistivity(N, trans=trans)
    return max(abs(current(v, N, trans=trans) * rho / v - 1) for v in (V, -V))


def voltage(J, N, low=-1.2, high=0.55):
    return brentq(lambda v: current(v, N) - J, low, high, xtol=1e-13)


# ---- neglected effects, each as another transmission function ----
def wave(E, Ub, N, steps=400):
    """Schroedinger transmission: flat bulk, parabola, flat deep metal."""
    k = np.sqrt(E / H2M)
    km = np.sqrt((E - (Ub - PHI) + METAL_DEPTH) / H2M)
    W = width(Ub, N)
    h = W / steps
    p, q = np.ones_like(E, dtype=complex), -1j * k

    def curv(y):
        return (Ub * (y / W)**2 - E) / H2M
    for i in range(steps):
        c0, c1, c2 = curv(i * h), curv((i + 0.5) * h), curv((i + 1) * h)
        p1, q1 = q, c0 * p
        p2, q2 = q + h / 2 * q1, c1 * (p + h / 2 * p1)
        p3, q3 = q + h / 2 * q2, c1 * (p + h / 2 * p2)
        p4, q4 = q + h * q3, c2 * (p + h * p3)
        p = p + h / 6 * (p1 + 2 * p2 + 2 * p3 + p4)
        q = q + h / 6 * (q1 + 2 * q2 + 2 * q3 + q4)
    incident = (p + 1j * q / km) / 2
    return k / (km * np.abs(incident)**2)


def grid_wkb(E, Ub, N, image, two_band):
    W = width(Ub, N)
    n = 1500
    x = (np.arange(n) + 0.5) * W / n
    U = Ub * (1 - x / W)**2 - (E2 / (4 * EPS * x) if image else 0)
    gap = np.maximum(U[None, :] - E[:, None], 0)
    if two_band:
        gap = gap * np.maximum(1 - gap / GAP, 0)
    return np.exp(-2 * np.sqrt(gap / H2M).sum(axis=1) * W / n)


def image_force(E, Ub, N):
    return grid_wkb(E, Ub, N, True, False)


def two_band(E, Ub, N):
    return grid_wkb(E, Ub, N, False, True)


@lru_cache(None)
def screened_slope(N):
    U = np.linspace(0, 1.1, 700)**2
    charge = N - carriers(fermi_level(N, TEMP) - U, TEMP)
    area = np.concatenate([[0], np.cumsum(np.diff(U)
                                          * (charge[1:] + charge[:-1]) / 2)])
    return U, np.sqrt(np.maximum(8 * np.pi * E2 / EPS * area, 0))


def screened(E, Ub, N):
    U_tab, slope_tab = screened_slope(N)
    t, w = nodes(0.0, 1.0)
    span = np.maximum(Ub - E, 0)[:, None]
    U = E[:, None] + span * t**2
    slope = np.interp(U, U_tab, slope_tab)
    integrand = np.sqrt(span) * t / slope * 2 * span * t
    return np.exp(-2 / np.sqrt(H2M) * (w * integrand).sum(axis=1))


def anisotropic(E, Ub, N):
    """Rough silicon valleys on a (100) face: 2 heavy and 4 light normal masses."""
    ml, mt = 0.92, 0.19
    G = exponent(E, Ub, N)
    heavy = 2 * mt * np.exp(-G * np.sqrt(ml / MASS))
    light = 4 * np.sqrt(ml * mt) * np.exp(-G * np.sqrt(mt / MASS))
    return (heavy + light) / (VALLEYS * MASS)


# ---- tests ----
kT = KB * TEMP
zeta = fermi_level(N_HEAVY, TEMP)
Ub = PHI + zeta
W = width(Ub, N_HEAVY)

# Electron density against the filled Fermi sphere at low temperature
sphere = VALLEYS * (0.12 / H2M)**1.5 / (3 * np.pi**2)
assert abs(carriers(0.12, 20.0)[0] / sphere - 1) < 0.01

# WKB exponent against quadrature of the potential built in SI units
eps_si = EPS * sc.epsilon_0
W_si = np.sqrt(2 * eps_si * Ub / (sc.e * N_HEAVY * 1e27))
for E_try in (0.03, 0.12, 0.4):
    x_turn = W_si * (1 - np.sqrt(E_try / Ub))

    def kappa(x):
        U = sc.e * N_HEAVY * 1e27 * (W_si - x)**2 / (2 * eps_si)
        return np.sqrt(2 * MASS * sc.m_e * sc.e * max(U - E_try, 0)) / sc.hbar
    # substitution x = x_turn*u keeps the quadrature variable of order one
    direct = 2 * x_turn * quad(lambda u: kappa(x_turn * u), 0, 1)[0]
    assert abs(direct / exponent(E_try, Ub, N_HEAVY) - 1) < 1e-5

# Conductance against a direct integral over three-dimensional k space
k, wk = nodes(1e-9, np.sqrt(1.4 / H2M))
KX, KP = np.meshgrid(k, k, indexing="ij")
f = expit((zeta - H2M * (KX**2 + KP**2)) / kT)
D_k = wkb(H2M * k**2, Ub, N_HEAVY)[:, None]
integrand = 2 * np.pi * KP * 2 * H2M * KX * D_k * f * (1 - f) / kT
g_direct = VALLEYS * 2 / (2 * np.pi)**3 * E2_HBAR * (wk @ integrand @ wk) * 1e14
assert abs(g_direct * resistivity(N_HEAVY) - 1) < 2e-3

# rho and beta against finite differences of the full current
for N in (N_LIGHT, 0.05, N_HEAVY):
    h = 1e-3
    jp, jm = current(h, N), current(-h, N)
    assert abs((jp - jm) / (2 * h) * resistivity(N) - 1) < 2e-3
    assert abs((jp + jm) / (jp - jm) / h - beta_formula(N)[0]) < 0.05

# Thermionic limit at very low doping
N_tiny = 1e-9
rho_te = 1 / (K_CM * kT * np.exp(-PHI / kT))
assert abs(resistivity(N_tiny) / rho_te - 1) < 0.03
assert abs(beta_formula(N_tiny)[0] * 2 * kT - 1) < 0.03

# Wave equation approaches WKB times the abrupt-interface factor
ratio = np.sqrt(PHI / METAL_DEPTH)
factor = 4 * ratio / (1 + ratio**2)
N_thick = 0.01**2 * EPS / (2 * H2M * np.pi * E2)
E_one = np.array([0.12])
D_wave = wave(E_one, PHI + 0.12, N_thick, steps=6000)[0]
D_wkb = wkb(E_one, PHI + 0.12, N_thick)[0]
assert abs(D_wave / D_wkb / factor - 1) < 0.03

# Two opposed contacts cancel the quadratic term
rho_light, rho_heavy = resistivity(N_LIGHT), resistivity(N_HEAVY)
J_small = 0.1 * kT / rho_light
v_f = voltage(J_small, N_LIGHT, -0.3, 0.3)
v_r = voltage(-J_small, N_LIGHT, -0.3, 0.3)
single = abs(v_f / (rho_light * J_small) - 1)
pair = abs((v_f - v_r) / (2 * rho_light * J_small) - 1)
assert pair < 0.2 * single

# Same barrier: nearly linear when heavily doped, rectifying when lightly doped
dep_heavy, dep_light = departure(N_HEAVY), departure(N_LIGHT)
assert dep_heavy < 0.1 and dep_light > 0.2
temp_heavy = resistivity(N_HEAVY, 250.0) / resistivity(N_HEAVY, 350.0)
temp_light = resistivity(N_LIGHT, 250.0) / resistivity(N_LIGHT, 350.0)
assert temp_heavy < 2 and temp_light > 100
rho_open = resistivity(N_HEAVY, trans=open_contact)
series_barrier = resistivity(0.05) / rho_heavy
series_open = resistivity(0.05, trans=open_contact) / rho_open
assert series_barrier > 5 * series_open

variants = [("image force", image_force), ("carrier screening", screened),
            ("anisotropic valleys", anisotropic), ("two-band gap", two_band),
            ("wave equation", wave)]
sized = [(name, resistivity(N_HEAVY, trans=t) / rho_heavy,
          departure(N_HEAVY, trans=t)) for name, t in variants]
assert all(dep < 0.2 for _, _, dep in sized)

# ---- printed numbers ----
print(f"barrier {PHI:.2f} eV, mass {MASS} m0, valleys {VALLEYS}, eps {EPS}")
print(f"temperature {TEMP:.0f} K, kT = {kT*1e3:.2f} meV")
for label, N in (("light", N_LIGHT), ("heavy", N_HEAVY)):
    z = fermi_level(N, TEMP)
    b = PHI + z
    total, low, win = beta_formula(N)
    print(f"[{label}] doping {N*1e21:.1e} cm^-3, Fermi level {z:.4f} eV")
    print(f"  band bending {b:.4f} eV, width {width(b, N):.3f} nm")
    print(f"  interface field {20*b/width(b, N):.3f} MV/cm")
    print(f"  E00 = {e00(N)*1e3:.2f} meV, E00/kT = {e00(N)/kT:.3f}")
    print(f"  contact resistivity {resistivity(N):.3e} ohm cm^2")
    print(f"  beta {total:.3f} = {low:.3f} - {win:.3f} per V")
    print(f"  departure from line at +/-20 mV: {100*departure(N):.2f} %")
G_F = exponent(zeta, Ub, N_HEAVY)
print(f"heavy: exponent at Fermi level {G_F:.3f}, D = {np.exp(-G_F):.4f}")
print(f"thermionic resistivity, same barrier: {rho_te:.3e} ohm cm^2")
print(f"thermionic beta e/(2kT): {1/(2*kT):.2f} per V")
print(f"light/heavy resistivity ratio: {rho_light/rho_heavy:.3e}")
print(f"barrierless resistivity, heavy: {rho_open:.3e} ohm cm^2")
print(f"rho(250 K)/rho(350 K): heavy {temp_heavy:.3f}, light {temp_light:.1f}")
print(f"rho(5e19)/rho(2e20): barrier {series_barrier:.2f}, "
      f"barrierless {series_open:.2f}")
print(f"light, J = {J_small:.3e} A/cm^2: departure of V from rho*J")
print(f"  one contact {100*single:.2f} %, opposed pair {100*pair:.2f} %")
print(f"contact voltages at +/-{J_WORK:.0e} A/cm^2:")
for N in (0.05, 0.1, N_HEAVY):
    vp, vm = voltage(J_WORK, N), voltage(-J_WORK, N)
    print(f"  {N*1e21:.0e} cm^-3: rho {resistivity(N):.3e} ohm cm^2, "
          f"rho*J {resistivity(N)*J_WORK*1e3:.1f} mV, "
          f"V {vp*1e3:.1f} / {vm*1e3:.1f} mV")
print("neglected effects, heavy: rho/rho_model, departure at 20 mV")
for name, change, dep in sized:
    print(f"  {name}: {change:.3f}, {100*dep:.2f} %")
lowering = np.sqrt(E2 / EPS * 2 * Ub / W)
print(f"image-force lowering estimate: {lowering:.3f} eV")
print(f"mean dopant spacing {N_HEAVY**(-1/3):.2f} nm, width {W:.2f} nm")
print(f"bending at -20 mV {Ub+V_TEST:.3f} eV, rough gap {GAP:.1f} eV")
print("success")
```

Output:

```
barrier 0.60 eV, mass 0.32 m0, valleys 6, eps 11.7
temperature 300 K, kT = 25.85 meV
[light] doping 1.0e+17 cm^-3, Fermi level -0.1449 eV
  band bending 0.4551 eV, width 76.712 nm
  interface field 0.119 MV/cm
  E00 = 3.03 meV, E00/kT = 0.117
  contact resistivity 6.217e+00 ohm cm^2
  beta 18.552 = 37.893 - 19.341 per V
  departure from line at +/-20 mV: 48.54 %
[heavy] doping 2.0e+20 cm^-3, Fermi level 0.1129 eV
  band bending 0.7129 eV, width 2.147 nm
  interface field 6.641 MV/cm
  E00 = 135.70 meV, E00/kT = 5.249
  contact resistivity 1.496e-08 ohm cm^2
  beta -0.851 = 6.840 - 7.691 per V
  departure from line at +/-20 mV: 1.72 %
heavy: exponent at Fermi level 3.511, D = 0.0299
thermionic resistivity, same barrier: 1.495e+01 ohm cm^2
thermionic beta e/(2kT): 19.34 per V
light/heavy resistivity ratio: 4.155e+08
barrierless resistivity, heavy: 2.841e-10 ohm cm^2
rho(250 K)/rho(350 K): heavy 1.101, light 2638.8
rho(5e19)/rho(2e20): barrier 94.47, barrierless 2.93
light, J = 4.158e-04 A/cm^2: departure of V from rho*J
  one contact 4.51 %, opposed pair 0.31 %
contact voltages at +/-1e+06 A/cm^2:
  5e+19 cm^-3: rho 1.413e-06 ohm cm^2, rho*J 1413.4 mV, V 282.4 / -446.1 mV
  1e+20 cm^-3: rho 1.128e-07 ohm cm^2, rho*J 112.8 mV, V 114.6 / -96.5 mV
  2e+20 cm^-3: rho 1.496e-08 ohm cm^2, rho*J 15.0 mV, V 15.2 / -14.8 mV
neglected effects, heavy: rho/rho_model, departure at 20 mV
  image force: 0.412, 0.84 %
  carrier screening: 1.498, 3.28 %
  anisotropic valleys: 0.476, 3.08 %
  two-band gap: 0.519, 4.64 %
  wave equation: 0.728, 2.94 %
image-force lowering estimate: 0.286 eV
mean dopant spacing 1.71 nm, width 2.15 nm
bending at -20 mV 0.733 eV, rough gap 1.1 eV
success
```
